# Does zero dopant-vacancy binding leave vacancy mobility unchanged?

**Question**

I am comparing dopants for an oxide-ion conductor. For one of them the vacancy has the same energy beside the dopant as far away, so the binding energy is zero. I concluded that the dopant cannot trap vacancies and that their mobility must equal that of the undoped host. A colleague objects that I have looked at only half of the energy landscape. Is my conclusion sound, and is there a model simple enough to settle the matter without a simulation?

**Answer**

The conclusion does not follow. Binding compares the energies of sites, and so tells you where a vacancy is found in equilibrium. Mobility also depends on the saddles between the sites, and a dopant can change a saddle while leaving every site energy alone. A periodic chain shows this with a few lines of algebra.

**The chain and its equilibrium**

Let one vacancy hop between neighbouring sites a distance \(a\) apart. All sites have the same energy. In the host, every saddle lies \(E_m\) above the sites, and the hop rate in each direction is

\[
w_0=\nu e^{-E_m/kT},
\]

where \(\nu\) is the attempt frequency. The dopant raises one saddle in every period of \(N\) sites by \(\Delta\). Hops are classical and thermally activated, with the same \(\nu\) everywhere. Writing \(w_i\) for the rate between sites \(i\) and \(i+1\), we have \(w_i=w_0\) for \(N-1\) saddles and \(w_i=w_0/g\) for the remaining one, with

\[
g=e^{\Delta/kT}.
\]

Both sites beside a saddle have the same energy, so \(w_i\) is the same in both directions. Let \(p_i\) be the probability that the vacancy is at position \(i\) within the period. Detailed balance requires \(w_ip_i=w_ip_{i+1}\), hence \(p_i=1/N\) at every position. The sites beside the raised saddle are neither favoured nor avoided: the binding is zero.

**Diffusion**

Now impose a small steady concentration gradient, with \(n_i\) the mean number of vacancies on site \(i\), small enough that they do not interact. The net number crossing a saddle per unit time is

\[
J=w_i(n_i-n_{i+1}).
\]

In a steady state \(J\) is the same at every saddle; otherwise vacancies would accumulate somewhere. Divide by \(w_i\) and add over one period. The intermediate densities cancel:

\[
J\sum_{i=0}^{N-1}\frac1{w_i}=n_0-n_N .
\]

The coarse-grained number per unit length is \(C=\bar n/a\), where \(\bar n\) is the mean of \(n_i\) over a period. The drop \(n_i-n_{i+N}\) is the same for every starting site, so it is also the drop of \(\bar n\) over the length \(Na\):

\[
n_0-n_N=-a\,(Na)\frac{dC}{dx}.
\]

Comparison with Fick's law, \(J=-D\,dC/dx\), gives

\[
D=\frac{Na^2}{\sum_i 1/w_i}.
\]

The sum is \((N-1+g)/w_0\). With the host value \(D_0=a^2w_0\),

\[
\boxed{\frac{D}{D_0}=\frac{N}{N-1+e^{\Delta/kT}}}
\]

This is below 1 for every \(\Delta>0\), although the binding is zero. The hops act like resistors in series, each with resistance \(1/w_i\). Only their sum enters, so moving the slow hops about within a larger period, at fixed number, does not change \(D\).

The ratio tends to 1 as \(\Delta/kT\to0\), and to \(Ne^{-\Delta/kT}\) when \(g\gg N\), where the slow hop supplies nearly all the resistance. The mobility is halved when \(N-1+g=2N\), that is, at \(\Delta=kT\ln(N+1)\).

**Drift in a field**

Since your question concerns mobility, it is worth deriving the drift directly. Let the vacancy have effective charge \(q>0\) in a field \(F\) along the chain, and define \(f=qFa/kT\). If each saddle lies midway between its sites, the field lowers the forward barrier by \(qFa/2\) and raises the backward one by the same amount. The steady current through each saddle is then

\[
J=w_i\left(p_ie^{f/2}-p_{i+1}e^{-f/2}\right).
\]

Divide by \(w_i\) and sum over the period. Periodicity makes both sums of probabilities equal to 1, so

\[
J\sum_i\frac1{w_i}=e^{f/2}-e^{-f/2}=2\sinh\frac f2 .
\]

There are \(N\) saddles per period, each contributing displacement \(a\) at net rate \(J\). The mean velocity is therefore

\[
v=NaJ=\frac{2Na\sinh(f/2)}{\sum_i1/w_i}.
\]

For small \(f\), \(2\sinh(f/2)\approx f=qFa/kT\), and

\[
v=\frac{q}{kT}\,\frac{Na^2}{\sum_i1/w_i}\,F=\frac{qD}{kT}F .
\]

Thus \(\mu=qD/kT\), and \(\mu/\mu_0=D/D_0\). Within this model the ratio of doped to host velocity is the same at any field, because the factor \(\sinh(f/2)\) is common to both.

The uniform equilibrium occupancy does not survive the field. To first order in \(f\), setting \(p_i\approx1/N\) in the terms already proportional to \(f\) gives

\[
p_i-p_{i+1}=\frac fN\left(\frac{h}{w_i}-1\right),\qquad
h=\frac{N}{\sum_j1/w_j}.
\]

At the slow saddle \(w_i<h\), so the vacancy is more likely to be found upstream than downstream. This pile-up is caused by the current and vanishes with it; it is not binding.

**Why averaging the hop rates does not repair the argument**

One might accept that a hop is slower but argue that, with uniform occupancy, the mean rate should set the mobility. That would give

\[
\frac{\langle w\rangle}{w_0}=\frac{N-1+1/g}{N},
\]

which can never fall below \((N-1)/N\). This is the answer to a different question. In a very short time \(t\), a vacancy on site \(i\) moves right with probability \(w_it\) and left with probability \(w_{i-1}t\). Averaging over starting sites gives \(\langle x^2\rangle=2a^2\langle w\rangle t\). At long times it must cross slow saddles repeatedly to make progress, and \(\langle x^2\rangle\) grows as \(2Dt\), with \(D=a^2h\). The arithmetic mean describes the initial spreading; the harmonic mean \(h\) describes long-time transport along the chain.

**Numbers**

Take \(a=0.27\) nm, \(\nu=5\times10^{12}\) Hz, \(E_m=0.50\) eV, \(\Delta=0.30\) eV, \(N=10\), \(q=2e\) and \(T=873\) K. Then \(kT=0.0752\) eV and \(g=53.9\). The rates are \(w_0=6.49\times10^9\) s\(^{-1}\) for a host hop and \(1.20\times10^8\) s\(^{-1}\) for the slow one. Hence

\[
\frac{D}{D_0}=\frac{10}{9+53.9}=0.159 .
\]

The host diffusivity is \(D_0=(2.7\times10^{-8}\,\mathrm{cm})^2w_0=4.73\times10^{-6}\) cm²/s, and the doped value is \(7.5\times10^{-7}\) cm²/s. With \(\mu=2eD/kT\), the mobility falls from \(1.26\times10^{-4}\) to \(2.0\times10^{-5}\) cm²/Vs. Each site still has occupancy 0.100. A rise of 0.18 eV would already have halved the mobility.

The mean rate would have predicted a ratio of 0.902. I also integrated the rate equations numerically on a chain of 401 sites, starting the vacancy with equal weight on the sites of one central period. The slope of \(\langle x^2\rangle\), divided by \(2D_0\), is 0.902 at the start and 0.159 between times \(400/w_0\) and \(800/w_0\).

**On a chain, a barrier can imitate a trap**

Now let site \(i\) have energy \(\varepsilon_i\) relative to a host site, and saddle \(i\) energy \(s_i\) relative to a host saddle. The net flux is

\[
J=w_0e^{-s_i/kT}(y_i-y_{i+1}),\qquad y_i=n_ie^{\varepsilon_i/kT},
\]

because the barrier seen from site \(i\) is \(E_m+s_i-\varepsilon_i\). Summing as before gives

\[
J\sum_i e^{s_i/kT}=w_0(y_0-y_N).
\]

The drop \(y_i-y_{i+N}\) is again independent of \(i\). The number of vacancies per period therefore drops by \((y_0-y_N)\sum_ie^{-\varepsilon_i/kT}\) from one period to the next. That number is \(NaC\), so its drop also equals \(-(Na)^2dC/dx\). Eliminating \(y_0-y_N\),

\[
\frac{D}{D_0}=\frac{N^2}{\left(\sum_i e^{-\varepsilon_i/kT}\right)\left(\sum_i e^{s_i/kT}\right)} .
\]

Raising one saddle by \(\Delta\) makes the brackets \(N\) and \(N-1+g\). Lowering one site by \(\Delta\), with all saddle energies held fixed, makes them \(N-1+g\) and \(N\). The product is the same, so the diffusivity is the same at every temperature. In the example both cases give 0.159, but the trap holds the vacancy with probability \(g/(N-1+g)=0.857\), against 0.100 for a site beside the raised saddle. On this chain, long-time diffusion and steady low-field drift of a single vacancy cannot distinguish blocking from trapping; the occupancy can.

This matters when an activation energy is interpreted. With \(\beta=1/kT\) and temperature-independent \(E_m\), \(\Delta\) and \(\nu\),

\[
\ln D=\text{const}-\beta E_m-\ln\left(N-1+e^{\beta\Delta}\right),
\]

\[
E_{\rm app}=-\frac{d\ln D}{d\beta}=E_m+\Delta\,\frac{g}{N-1+g}.
\]

| \(T\) (K) | \(D/D_0\) | \(E_{\rm app}-E_m\) (eV) |
|---:|---:|---:|
| 673 | 0.054 | 0.285 |
| 873 | 0.159 | 0.257 |
| 1073 | 0.289 | 0.222 |

If the whole excess over the host barrier were called an association energy, the chain's 873 K slope would yield 0.26 eV of binding where there is none. On the chain, the excess tends to \(\Delta\) at low temperature and to \(\Delta/N\) in the formal high-temperature limit.

This imitation relies on the lack of a detour. In the fluorite network described below, with 5.1 % of cations replaced, the raised saddles add only about 2 meV to the activation energy at 873 K, because vacancies can go round them. Traps 0.30 eV deep on a tenth of the sites, with saddle energies fixed, would still add about 0.26 eV.

**When your inference is valid**

On the chain, with equal site energies and a common prefactor, unchanged mobility requires \(\sum_ie^{\beta s_i}=N\). Raised and lowered saddles can satisfy this by compensation at one temperature. They cannot do so throughout a temperature interval: if the \(s_i\) are constant, differentiating twice with respect to \(\beta\) gives \(\sum_is_i^2e^{\beta s_i}=0\), which forces every \(s_i\) to vanish. On the chain, zero binding therefore leaves the mobility unchanged over a range of temperatures only if the saddles are unchanged too. In a crystal these two conditions, with unchanged prefactors, are sufficient but not always necessary: as shown below, changing only the saddles perpendicular to the field leaves the mobility along it unchanged.

On the chain, where there is no way round a slow hop, the effect is also lopsided. Lowering one saddle without limit removes just one resistor, so \(D/D_0\) cannot exceed \(N/(N-1)=1.11\) here, whereas raising one can suppress \(D\) without limit.

**What changes in three dimensions**

A chain offers no detour; a crystal does. Consider \(N_s\) sites of equal energy on a periodic cubic network, with a weak field along \(x\). For a bond \(b\) from \(i\) to \(j\), let \(e_b=1\) if it points along \(+x\) and 0 if it is perpendicular. Write \(p_i=(1+f\phi_i)/N_s\) and \(g_b=\phi_i-\phi_j\). To first order in \(f\), the bond current is

\[
J_b=\frac{f}{N_s}w_b(e_b+g_b).
\]

The net current out of each site is zero. Multiplying that condition by \(\phi_i\) and summing over sites gives \(\sum_bw_b(e_b+g_b)g_b=0\). The velocity is \(v=a\sum_be_bJ_b\), and \(D_x=\mu_xkT/q=av/f\). Therefore

\[
\frac{D_x}{a^2}=\frac1{N_s}\sum_bw_be_b(e_b+g_b)
=\langle w\rangle_x+\frac1{N_s}\sum_bw_be_bg_b .
\]

The zero-sum condition says \(\sum_bw_be_bg_b=-\sum_bw_bg_b^2\), so

\[
\frac{D_x}{a^2}=\langle w\rangle_x-\frac1{N_s}\sum_bw_bg_b^2\le\langle w\rangle_x ,
\]

where \(\langle w\rangle_x\) averages over the \(x\) bonds. If some saddles along \(x\) are raised and none is lowered, \(\langle w\rangle_x<w_0\), and the mobility along \(x\) must fall. Detours, where the arrangement of slow hops leaves any, weaken the effect but do not remove it; if the slow hops fill a whole plane across the field, there is no way round and the chain result returns. If only perpendicular bonds are changed, \(g_b=0\) solves the equations and the mobility along \(x\) is unchanged.

To size the detours, I solved these linear equations for the oxygen network of the fluorite structure: 512 oxygen sites and 256 cations in a periodic cell. Each oxygen hop passes between two cations, and its saddle was raised by 0.30 eV if at least one was a dopant. Averages are over 20 random arrangements and the three axes, at 873 K:

- With 5.1 % of cations replaced, 9.9 % of hops are slow and \(D/D_0=0.822\pm0.001\).
- With 19.9 % replaced, 36.1 % of hops are slow and \(D/D_0=0.422\pm0.003\).

The uncertainties are standard errors over arrangements; they do not include the effect of the finite cell. At nearly the same fraction of slow hops, the chain's reduction to 0.159 becomes a reduction to 0.82. The chain refutes the inference, but its magnitude should not be carried over to a crystal.

**How this relates to a real oxide**

The spacing, host barrier and temperature are rough values for oxygen vacancies in doped ceria; \(\Delta\) is a round choice, not a value for a particular dopant. The assumption most at risk is zero binding itself. A trivalent cation replacing a tetravalent one has effective charge \(-e\) and attracts the vacancy. With a rough relative permittivity of 25 and a separation of 0.234 nm, the continuum Coulomb energy is 0.49 eV. Lowering both sites beside the raised saddle by this amount, with saddle energies fixed, would multiply the chain's \(D\) by a further 0.007. A continuum estimate at one ionic spacing is crude, and local relaxation may offset part of it. An isovalent dopant lacks this Coulomb attraction, though its size can still make a nearby site more or less favourable. Even 0.05 eV of binding on those two sites gives a further factor of 0.84.

On the chain, the assumption of a common prefactor also matters: doubling the slow hop's prefactor changes the ratio from 0.159 to 0.278. In the fluorite network with 5.1 % of cations replaced, doubling it for every slow hop raises \(D\) by only about 1 %. The remaining effects estimated here are at the per-cent level or below. If 5.1 % of the cations were trivalent dopants, with one vacancy per two dopants, about 1.3 % of oxygen sites would be vacant, so simple site blocking is a per-cent effect; vacancy-vacancy repulsion is not included in that estimate. Even at 0.1 MV/cm, far more than a bulk sample could sustain at this temperature without severe Joule heating, \(f=0.072\), and the drift exceeds its linear value by only about 0.02 %. The leading tunnelling correction, \((2\pi\hbar\nu/kT)^2/24\) if the barrier-top frequency equals \(\nu\), raises a rate by about 0.3 %, and quantising the vibration along the hop in the well, at the same frequency, adds about as much; here \(\hbar\) is the reduced Planck constant.

For your dopant, then, the missing calculation is the migration barrier for each distinct hop near it, and the prefactor too if it differs appreciably from the host's. These, together with the site energies, belong in a three-dimensional network calculation; the binding energy alone does not determine the mobility.
